\section*{Why the direct Breit energy of a Kramers-closed shell vanishes}

A program that adds the Breit interaction to a Dirac--Hartree--Fock calculation must decide whether to assemble both the direct and the exchange parts of the new two-electron matrix or the exchange part alone. For an occupied space closed under time reversal the direct part can be left out, because the total electron current is zero at every point. The saving has a condition attached: the terms in which an orbital interacts with itself must then be kept in the exchange sum. If they are dropped from both sums, the direct energy in general does not vanish and must be computed.

I use atomic units, in which the speed of light $c$ is the inverse of the fine-structure constant. The electrons interact through the instantaneous Breit operator
\begin{equation}
g=-\frac{1}{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2
+\frac{(\boldsymbol\alpha_1\cdot\mathbf r)(\boldsymbol\alpha_2\cdot\mathbf r)}{r^2}\right],
\qquad \mathbf r=\mathbf r_1-\mathbf r_2 ,
\label{breit}
\end{equation}
where $\boldsymbol\alpha$ are the Dirac matrices, with the Pauli matrices $\boldsymbol\sigma$ in their off-diagonal blocks. The Gaunt operator is $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r$. The energy considered is the expectation value of $g$ in one Slater determinant of $N$ orthonormal four-component spinors $\varphi_i$. Two-electron integrals are written
\begin{equation}
\langle ij|g|kl\rangle=\iint\varphi_i^\dagger(1)\varphi_j^\dagger(2)\,g\,
\varphi_k(1)\varphi_l(2)\,d^3r_1d^3r_2 .
\end{equation}

The determinant is $(N!)^{-1/2}$ times a signed sum over all assignments of spinors to electrons. All $N(N-1)/2$ electron pairs contribute equally, so it is enough to treat electrons 1 and 2. Orthonormality forces electrons $3,\dots,N$ to occupy the same spinors in bra and ket. The two remaining spinors $i\neq j$ are then either in the same order, with sign $+$, or interchanged, with sign $-$. Each ordered choice $(i,j)$ occurs with $(N-2)!$ arrangements of the other electrons, and the prefactor is $\tfrac12N(N-1)(N-2)!/N!=\tfrac12$. Hence
\begin{equation}
E=\frac12\sum_{i\ne j}\bigl(\langle ij|g|ij\rangle-\langle ij|g|ji\rangle\bigr)
=\underbrace{\frac12\sum_{i,j}\langle ij|g|ij\rangle}_{E_{\rm dir}}
\;\underbrace{-\frac12\sum_{i,j}\langle ij|g|ji\rangle}_{E_{\rm x}} .
\label{split}
\end{equation}
The second form includes $i=j$. This is allowed because the two integrals are then identical and their difference is zero. The sum $E$ is unaffected, but its division into direct and exchange parts is changed, and the statement to be proved refers to the division with the self terms included.

Both parts can be expressed through the transition currents
\begin{equation}
\mathbf j_{ij}(\mathbf r)=\varphi_i^\dagger(\mathbf r)\,\boldsymbol\alpha\,\varphi_j(\mathbf r),
\qquad \mathbf j_{ji}=\mathbf j_{ij}^{\,*},
\end{equation}
the second relation following from $\boldsymbol\alpha^\dagger=\boldsymbol\alpha$. The particle current of $\varphi_i$ is $c\,\mathbf j_{ii}$; the factor $c$ is left out here. Since each Dirac matrix in (\ref{breit}) acts on one electron,
\begin{equation}
\langle ij|g|kl\rangle=-\iint j_{ik,a}(\mathbf r_1)K_{ab}(\mathbf r)\,j_{jl,b}(\mathbf r_2)\,
d^3r_1d^3r_2,\qquad
K_{ab}=\frac{1}{2r}\left(\delta_{ab}+\frac{r_ar_b}{r^2}\right),
\label{jj}
\end{equation}
with summation over repeated Cartesian indices. For the Gaunt operator $K_{ab}=\delta_{ab}/r$.

Time reversal acts on a four-spinor as $\Theta=U\mathcal K$, where $\mathcal K$ is complex conjugation, $U=-i\Sigma_y$, and $\Sigma_y$ has $\sigma_y$ in both diagonal blocks. To find the current of $\Theta\varphi$ we need $U^\dagger\alpha_aU=\Sigma_y\alpha_a\Sigma_y$, whose off-diagonal blocks are $\sigma_y\sigma_a\sigma_y$. For $a=x,z$ the matrices anticommute with $\sigma_y$ and are real, so the result is $-\sigma_a=-\sigma_a^*$. For $a=y$ the result is $\sigma_y$, which also equals $-\sigma_y^*$ because $\sigma_y$ is imaginary. Thus $U^\dagger\boldsymbol\alpha U=-\boldsymbol\alpha^*$, and
\begin{equation}
(\Theta\varphi)^\dagger\boldsymbol\alpha(\Theta\varphi)
=\varphi^{T}U^\dagger\boldsymbol\alpha U\varphi^*
=-\varphi^{T}\boldsymbol\alpha^*\varphi^*
=-(\varphi^\dagger\boldsymbol\alpha\varphi)^*
=-\varphi^\dagger\boldsymbol\alpha\varphi .
\label{reverse}
\end{equation}
The last step uses the reality of a diagonal current. The density has no such sign change: $U^\dagger U=1$ gives $(\Theta\varphi)^\dagger\Theta\varphi=\varphi^\dagger\varphi$. The two partners therefore have the same charge distribution and opposite currents, point by point.

They are also different states. The operator is antiunitary, $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$, and $\Theta^2=UU^*=U^2=-1$, since $U$ is real. Putting $a=\varphi$ and $b=\Theta\varphi$ gives $-\langle\Theta\varphi|\varphi\rangle=\langle\Theta\varphi|\varphi\rangle$, so the overlap is zero. These are the Kramers partners. If a mean-field Hamiltonian commutes with $\Theta$, each of its eigenspaces is mapped onto itself, and filling complete eigenspaces gives an occupied space that is closed under $\Theta$.

Suppose now that the occupied space is closed in this sense. The orbitals actually used need not be arranged in pairs. The $N$ spinors $\Theta\varphi_i$ lie in the occupied space and are orthonormal, so they form another basis of it: $\Theta\varphi_i=\sum_k\varphi_kW_{ki}$ with $W$ unitary. Let $\mathbf J=\sum_i\mathbf j_{ii}$. The total current of the new basis is
\begin{equation}
\sum_i(\Theta\varphi_i)^\dagger\boldsymbol\alpha(\Theta\varphi_i)
=\sum_{kl}\Bigl(\sum_iW_{ki}^*W_{li}\Bigr)\mathbf j_{kl}
=\sum_k\mathbf j_{kk}=\mathbf J ,
\end{equation}
because the bracket is $\delta_{kl}$. By (\ref{reverse}) the left-hand side is also $-\mathbf J$. Therefore $\mathbf J(\mathbf r)=0$ everywhere. Inserting (\ref{jj}) in the direct energy and carrying out the orbital sums under the integral gives
\begin{equation}
E_{\rm dir}=-\frac12\iint J_a(\mathbf r_1)K_{ab}(\mathbf r)J_b(\mathbf r_2)\,d^3r_1d^3r_2=0 .
\label{direct}
\end{equation}
This is the required result. It uses no property of $K_{ab}$ beyond the convergence of the integrals, and so holds for the Gaunt operator as well. The energy that remains is $E=E_{\rm x}$.

The cancellation takes place between integrals that are individually different from zero in general. For a pair $\varphi,\bar\varphi=\Theta\varphi$, write $A=\langle\varphi\varphi|g|\varphi\varphi\rangle$. Reversing one current reverses the sign of the integral, and reversing both restores it. The four terms of the direct sum are then
\begin{equation}
\tfrac12\bigl(A-A-A+A\bigr)=0 .
\end{equation}
Without the two self terms the same sum is $-A$. For the whole shell, counting distinct orbitals alone, the direct energy is $-\tfrac12\sum_i\langle ii|g|ii\rangle$. This is the quantity that a program would lose if it removed the self terms from the exchange and still skipped the direct part. Unlike $E$, it is in general not invariant under a unitary mixing of the occupied orbitals, so its size depends on the orbitals chosen. For the Coulomb repulsion the integrals depend on densities, which the partners share, so all four terms have the same sign and add.

The result carries over to the mean field. The direct Breit matrix element between any two spinors $p$ and $q$ is $-\iint j_{pq,a}K_{ab}J_b$, which vanishes with $\mathbf J$. A closed core thus exerts no direct Breit potential on an electron $v$ outside it, though the exchange energy $-\sum_i\langle iv|g|vi\rangle$ between core and electron remains. If the electron $v$ is included in the determinant and the core is kept closed under $\Theta$, the total current is $\mathbf j_{vv}$ and the direct energy is $\tfrac12\langle vv|g|vv\rangle$, a self term cancelled by its exchange counterpart. This cancellation concerns the energy only: the direct matrix $-\iint j_{pq,a}K_{ab}\,j_{vv,b}$ is in general not zero, and by (\ref{reverse}) its diagonal elements for the two partners of a core pair are opposite, so it belongs in the mean field. If the core orbitals are allowed to respond to this term and to the Coulomb exchange with $v$, the core is no longer closed under $\Theta$, $\mathbf J$ differs from $\mathbf j_{vv}$, and the direct part enters the energy as well. With the core kept closed, the direct part can be skipped in the energy only if the self term of $v$ is also removed from the exchange sum; if that term is kept, the energy comes out too high by $-\tfrac12\langle vv|g|vv\rangle$. With several open-shell electrons, currents of different electrons can interact, and the direct part is in general needed in the energy however the self terms are treated. The same is true when a magnetic field, or a determinant that breaks time-reversal symmetry, makes $\mathbf J$ different from zero.

The sign of the remaining exchange energy follows from the Fourier transform of $K_{ab}$. Differentiating $r$ twice gives $\partial_a\partial_b r=\delta_{ab}/r-r_ar_b/r^3$, and so
\begin{equation}
K_{ab}=\frac{\delta_{ab}}{r}-\frac12\,\partial_a\partial_b r .
\end{equation}
The transform of $1/r$ is $4\pi/k^2$. From $\nabla^2r=2/r$ the transform of $r$ is $-8\pi/k^4$ for $k\neq0$, and $\partial_a\partial_b$ becomes $-k_ak_b$. The second term therefore contributes $-\tfrac12(-k_ak_b)(-8\pi/k^4)=-4\pi k_ak_b/k^4$, and
\begin{equation}
\tilde K_{ab}(\mathbf k)=\frac{4\pi}{k^2}\left(\delta_{ab}-\frac{k_ak_b}{k^2}\right).
\end{equation}
An extra term concentrated at $\mathbf k=0$ would give a constant or a polynomial in space, which is excluded because $K_{ab}$ tends to zero at large $r$. The bracket projects onto the directions perpendicular to $\mathbf k$. With $\tilde{\mathbf j}(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\,\mathbf j(\mathbf r)\,d^3r$ and $\mathbf j_{ji}=\mathbf j_{ij}^{\,*}$, the minus sign of exchange and the minus sign of (\ref{jj}) combine to
\begin{equation}
E_{\rm x}=\frac12\sum_{ij}\iint j_{ij,a}K_{ab}\,j_{ij,b}^{\,*}\,d^3r_1d^3r_2
=\frac12\sum_{ij}\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,
\bigl|\tilde{\mathbf j}^{\,\perp}_{ij}(\mathbf k)\bigr|^2\ \ge 0 .
\label{positive}
\end{equation}
For the Gaunt operator the full vector $\tilde{\mathbf j}_{ij}$ replaces its perpendicular part, so the Gaunt exchange energy is at least as large as the Breit one. The same transform shows that $A\le0$: equal currents lower the energy, as parallel currents attract, while the opposite currents of two partners raise it.

The smallest closed shell, $1s^2$, shows every term explicitly. Its two spinors are
\begin{equation}
\varphi_m=\frac{1}{\sqrt{4\pi}}\begin{pmatrix} g(r)\,\chi_m\\ i f(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_m\end{pmatrix},
\qquad m=\pm\tfrac12 ,
\end{equation}
where $g(r)$ and $f(r)$ are real radial functions, the former not to be confused with the operator $g$. The spin functions obey $-i\sigma_y\chi_+=\chi_-$. In the lower component conjugation turns $i$ into $-i$, and $\sigma_y\boldsymbol\sigma^*=-\boldsymbol\sigma\sigma_y$ supplies a second minus sign, so that $\Theta\varphi_+=\varphi_-$. The shell is closed. Its currents contain the products of upper and lower components in both orders:
\begin{align}
j_{ij,a}&=\frac{i fg}{4\pi}\,\chi_i^\dagger(\sigma_a\sigma_b-\sigma_b\sigma_a)\chi_j\,\hat r_b
=\frac{i fg}{4\pi}\,2i\,\epsilon_{abc}\,\hat r_b\,s_{ij,c},\nonumber\\
\mathbf j_{ij}&=\frac{fg}{2\pi}\,\mathbf s_{ij}\times\hat{\mathbf r},
\qquad \mathbf s_{ij}=\chi_i^\dagger\boldsymbol\sigma\chi_j .
\label{current1s}
\end{align}
Since $\mathbf s_{++}=\hat{\mathbf z}$ and $\mathbf s_{--}=-\hat{\mathbf z}$, the two electrons circulate about the $z$ axis in opposite senses. A field of the form $h(r)\,\mathbf s\times\mathbf r$ has no divergence: $\nabla h$ is parallel to $\mathbf r$ and hence perpendicular to $\mathbf s\times\mathbf r$, and $\nabla\cdot(\mathbf s\times\mathbf r)=0$. Thus $\mathbf k\cdot\tilde{\mathbf j}_{ij}=0$, and for this shell the Breit and Gaunt energies are equal. We may use $K_{ab}=\delta_{ab}/r$.

The unit vectors in (\ref{current1s}) select the dipole term $(r_</r_>^2)\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$ of the multipole expansion of $1/r$, where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. Because $\int\hat r_a\hat r_b\,d\Omega=(4\pi/3)\delta_{ab}$, the average needed is
\begin{equation}
\iint\hat r_{1a}\hat r_{2b}\,(\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2)\,d\Omega_1d\Omega_2
=\left(\frac{4\pi}{3}\right)^2\delta_{ab}.
\end{equation}
With $(\mathbf s\times\hat{\mathbf r}_1)\cdot(\mathbf s'\times\hat{\mathbf r}_2)
=(\mathbf s\cdot\mathbf s')(\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2)-(\mathbf s\cdot\hat{\mathbf r}_2)(\mathbf s'\cdot\hat{\mathbf r}_1)$, the angular integral is $(4\pi/3)^2(3-1)\,\mathbf s\cdot\mathbf s'$. Multiplication by $1/(2\pi)^2$ from the two currents gives $8/9$. With $P=rg$ and $Q=rf$,
\begin{equation}
\langle ij|g|kl\rangle=-M\,\mathbf s_{ik}\cdot\mathbf s_{jl},\quad
M=\frac89R,\quad
R=\iint P(r_1)Q(r_1)\frac{r_<}{r_>^2}P(r_2)Q(r_2)\,dr_1dr_2 .
\end{equation}
Each self integral is $-M$ and each partner integral is $+M$, so $E_{\rm dir}=\tfrac12(-M-M+M+M)=0$. For exchange, $\mathbf s_{+-}=(1,-i,0)$ and $\mathbf s_{-+}=(1,i,0)$ have the product $2$, and
\begin{equation}
E_{\rm x}=\frac M2\sum_{ij}\mathbf s_{ij}\cdot\mathbf s_{ji}
=\frac M2(1+1+2+2)=3M=\frac83R .
\end{equation}
Counting distinct orbitals gives the same total, divided differently: $M$ from the direct term and $2M$ from exchange.

For numbers, take the orbitals of one electron in the field $-Z/r$ of a point nucleus. With the spinor above, the Dirac equation becomes
\begin{equation}
c\left(f'+\frac{2f}{r}\right)=\left(\varepsilon-c^2+\frac Zr\right)g,\qquad
-c\,g'=\left(\varepsilon+c^2+\frac Zr\right)f .
\end{equation}
Substituting $g\propto r^{\gamma-1}e^{-Zr}$ and $f=qg$, the $1/r$ terms require $cq(1+\gamma)=Z$ and $c(1-\gamma)=qZ$. These give
\begin{equation}
\gamma=\sqrt{1-(Z/c)^2},\qquad q=\frac{Z/c}{1+\gamma},
\end{equation}
and the constant terms are then satisfied by $\varepsilon=\gamma c^2$. The normalization is $\int(P^2+Q^2)\,dr=1$. For $Z=50$ we have $Z/c=0.3649$, $\gamma=0.9311$ and $q=0.1889$. The inner integral in $R$ is an incomplete gamma function; adaptive quadrature of the outer one gives $R=0.65075$ hartree. Hence
\begin{equation}
M=\tfrac89(0.65075)=0.5784,\qquad E=3M=1.735\ \text{hartree}=47.2\ \text{eV}.
\end{equation}
The direct sum contains two integrals of $-0.5784$ hartree and two of $+0.5784$ hartree. Skipping the direct part while also omitting self-exchange would leave $2M$, an error of one third of the total. The model omits the effect of Coulomb repulsion on the orbitals, correlation and the finite size of the nucleus. The first of these matters at the digits shown: self-consistent Dirac--Coulomb orbitals for the two-electron ion give about $1.70$ hartree, $2\%$ lower, while a finite nucleus changes the value by less than $0.001$ hartree.

For small $Z/c$ the integral can be done by hand. Then $q\to Z/2c$, $P\to2Z^{3/2}re^{-Zr}$ and $PQ\to(2Z^4/c)\,r^2e^{-2Zr}$. Taking $r_1<r_2$ and doubling,
\begin{align}
R&\to\frac{4Z^8}{c^2}\,2\int_0^\infty r_1^3e^{-2Zr_1}\int_{r_1}^\infty e^{-2Zr_2}\,dr_2\,dr_1
=\frac{4Z^7}{c^2}\int_0^\infty r_1^3e^{-4Zr_1}\,dr_1\nonumber\\
&=\frac{4Z^7}{c^2}\,\frac{6}{(4Z)^4}=\frac{3Z^3}{32c^2},
\qquad E\to\frac{Z^3}{4c^2}.
\end{align}
At $Z=50$ this leading term is $1.664$ hartree, and the value from the Dirac orbitals is $4.3\%$ above it. The energy vanishes as $c\to\infty$, because each current is a product of a large component and a small component of order $1/c$, so that the energy is of order $1/c^2$. The direct energy is zero for a different reason, the reversal of the current, and remains zero at any $Z$ for which these orbitals exist.
